\section*{Hole density from partly ionised acceptors at 300 K}

\section{Question}

I am working through a problem on doping during epitaxial growth and cannot settle the carrier density. The layer contains $N_a=10^{19}\ \mathrm{cm^{-3}}$ acceptors and no compensating donors. The ionisation energy is $E_a=0.2$ eV, the effective density of states of the valence band is $N_v=2\times10^{19}\ \mathrm{cm^{-3}}$, and the acceptor degeneracy is four. I need the hole density at 300 K.

If every acceptor gives a hole, the answer is $10^{19}\ \mathrm{cm^{-3}}$. But $E_a$ is nearly eight times $kT$, so I tried multiplying by the Boltzmann factor, $N_a e^{-E_a/kT}$, and got about $4.4\times10^{15}\ \mathrm{cm^{-3}}$. These differ by a factor of more than two thousand, and neither uses $N_v$ or the degeneracy. Where do those two enter? Does ``degeneracy four'' mean that each acceptor has four levels, each filled according to its own Fermi function?

\section{Answer}

Neither estimate is right. The first ignores the binding of the holes. The second compares one bound state with one free state, although a released hole has many band states open to it. The density follows from three relations: the occupation of an acceptor, the hole density in the band, and charge neutrality. I use eV for energies and $\mathrm{cm^{-3}}$ for densities, and measure the Fermi level $E_F$ upward from the valence band edge.

I take the acceptors to be isolated and identical, with no excited bound states and at most one bound hole each. The value $E_a=0.2$ eV is taken to be the ionisation energy at this doping. Thermal electrons are neglected at first, and so is Pauli exclusion among the band holes. Both omissions are checked below.

\subsection{What the degeneracy of four means}

An ionised acceptor has accepted an electron and carries charge $-e$. A neutral acceptor has one electron fewer or, equivalently, one bound hole. Ionisation takes an electron from the band edge, at energy zero, and puts it on the neutral acceptor at a cost $E_a$. If the ionised centre is given energy zero, the neutral centre therefore has energy $-E_a$ and electron number $-1$ relative to it.

In equilibrium a state of energy $E$ and electron number $N$ has weight $\exp[-(E-E_FN)/kT]$. The single ionised state has weight 1. Each neutral state has weight
\begin{equation}
\exp\left[-\frac{-E_a-E_F(-1)}{kT}\right]
=\exp\left(\frac{E_a-E_F}{kT}\right),
\end{equation}
and there are $g=4$ of them. The ionised fraction is the weight of the ionised state divided by the total:
\begin{equation}
\frac{N_a^-}{N_a}=\frac{1}{1+g\,e^{(E_a-E_F)/kT}} .
\label{eq:occ}
\end{equation}

So $g$ counts the ways of holding \emph{one} hole. It does not describe four levels filled independently. Independent levels would allow two, three or four holes on one centre, and the probability of finding no hole would be
\begin{equation}
\left[1+e^{(E_a-E_F)/kT}\right]^{-4}.
\end{equation}
A strong enough repulsion between holes on the same centre removes the multiply occupied states, and this is what leads to equation (\ref{eq:occ}); how strong it must be is estimated in the last section. The difference is large here. At the Fermi level found below, independent levels would give an ionised fraction of $1.0\times10^{-5}$ instead of $1.5\times10^{-2}$. The Fermi level would not stay there, however: neutrality would require close to one hole per centre on average, which moves $E_F$ to about 0.228 eV and gives $p\approx2.9\times10^{15}\ \mathrm{cm^{-3}}$, about 50 times below the result found below. An enumeration of all sixteen occupations of four orbitals, with a repulsion of 1 eV per pair of holes, reproduces equation (\ref{eq:occ}).

\subsection{Holes in the band}

A band state at depth $\varepsilon=\hbar^2k^2/2m$ below the edge is empty of its electron with probability
\begin{equation}
\frac{1}{e^{(\varepsilon+E_F)/kT}+1}\simeq e^{-(\varepsilon+E_F)/kT},
\end{equation}
where the approximation holds if the exponential in the denominator is much larger than 1. With two spin states per wave vector,
\begin{align}
p&=2\,e^{-E_F/kT}\int\frac{d^3k}{(2\pi)^3}\,e^{-\hbar^2k^2/2mkT}\\
&=\frac{2}{(2\pi)^3}\left(\frac{2\pi mkT}{\hbar^2}\right)^{3/2}e^{-E_F/kT}
=N_v\,e^{-E_F/kT},
\label{eq:band}
\end{align}
with
\begin{equation}
N_v=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.
\end{equation}
Directly before $T$, $k$ is Boltzmann's constant; everywhere else it is the wave number. The Gaussian integral used is $\int d^3k\,e^{-ak^2}=(\pi/a)^{3/2}$ with $a=\hbar^2/2mkT$. The given $N_v$ corresponds to $m=0.86$ electron masses. This is an equivalent mass which lumps together whatever bands meet at the edge, and it is not needed for the answer.

\subsection{Neutrality and the quadratic}

With no donors and negligible electrons, the positive charge of the holes balances the negative charge of the ionised acceptors, so $p=N_a^-$. Equation (\ref{eq:band}) gives $e^{-E_F/kT}=p/N_v$. Inserting this in equation (\ref{eq:occ}),
\begin{equation}
p=\frac{N_a}{1+g\,e^{E_a/kT}\,p/N_v}=\frac{N_a}{1+p/K},
\qquad K=\frac{N_v}{g}\,e^{-E_a/kT}.
\end{equation}
Multiplying out gives $p+p^2/K=N_a$, or
\begin{equation}
\frac{p^2}{N_a-p}=K .
\label{eq:mass}
\end{equation}
This is a law of mass action for the reaction ``neutral acceptor $\rightleftharpoons$ ionised acceptor + hole''. Both products have density $p$, hence the square.

Written as $p^2+Kp-KN_a=0$, the equation has roots whose product, $-KN_a$, is negative. One root is therefore positive:
\begin{equation}
p=\frac{-K+\sqrt{K^2+4KN_a}}{2}.
\end{equation}
Multiplying numerator and denominator by $K+\sqrt{K^2+4KN_a}$ turns the numerator into $4KN_a$. Dividing both by $2K$ then gives
\begin{equation}
p=\frac{2N_a}{1+\sqrt{1+4N_a/K}} ,
\label{eq:sol}
\end{equation}
which avoids subtracting nearly equal numbers when $K$ is large.

\subsection{The numbers}

At 300 K, $kT=0.025852$ eV, so $E_a/kT=7.7363$ and $e^{-E_a/kT}=4.367\times10^{-4}$. Then
\begin{align}
K&=\frac{2\times10^{19}}{4}\times4.367\times10^{-4}
=2.183\times10^{15}\ \mathrm{cm^{-3}},\\
\frac{4N_a}{K}&=1.832\times10^{4},\\
p&=\frac{2\times10^{19}}{1+\sqrt{1+1.832\times10^4}}
=\frac{2\times10^{19}}{136.36}
=1.467\times10^{17}\ \mathrm{cm^{-3}} .
\end{align}
The hole density is thus about $1.5\times10^{17}\ \mathrm{cm^{-3}}$, and about 1.5 per cent of the acceptors are ionised. I keep more digits below so that small corrections can be compared, not because the model deserves them.

The Fermi level follows from equation (\ref{eq:band}):
\begin{equation}
E_F=kT\ln\frac{N_v}{p}=0.127\ \mathrm{eV}.
\end{equation}
It lies 0.073 eV below the acceptor level, so an electron is unlikely to be found on the acceptor. The factor $g$ favours the neutral state further, and there are 67 neutral acceptors for each ionised one.

\subsection{Why the bare Boltzmann factor fails}

Dividing equation (\ref{eq:mass}) by $p$ and rearranging gives the ratio of free to bound holes:
\begin{equation}
\frac{p}{N_a-p}=\frac{N_v}{g\,p}\,e^{-E_a/kT}.
\label{eq:ratio}
\end{equation}
The Boltzmann factor is multiplied by the number of effective band states per free hole, $N_v/p$, and divided by the number of bound states, $g$. Here $N_v/(gp)$ is about 34, which raises the ratio from $4.4\times10^{-4}$ to $1.5\times10^{-2}$. This is where your two unused quantities enter.

The same law can be found by counting, without a Fermi level. Put $N$ acceptors in a volume $V$ and let $n$ of the $N$ holes be free. There are $\binom{N}{n}$ choices of which acceptors are ionised. Each of the $N-n$ bound holes contributes $g\,e^{E_a/kT}$, and the $n$ dilute, identical free holes contribute $(N_vV)^n/n!$. The weight is
\begin{equation}
W(n)=\binom{N}{n}\left(g\,e^{E_a/kT}\right)^{N-n}\frac{(N_vV)^n}{n!}.
\end{equation}
Freeing one more hole changes it by the factor
\begin{equation}
\frac{W(n+1)}{W(n)}=\frac{N-n}{n+1}\;\frac{N_vV}{n+1}\;\frac{e^{-E_a/kT}}{g}
=\frac{(N-n)\,KV}{(n+1)^2}.
\end{equation}
The weight peaks where this factor passes through 1. For large $n$ that means $n^2/(N-n)=KV$, which is equation (\ref{eq:mass}) after division by $V$. Averaging $n$ over this distribution for a million acceptors gives $1.4667\times10^{17}\ \mathrm{cm^{-3}}$, in agreement with equation (\ref{eq:sol}) to the digits shown.

\subsection{Two limits}

\textit{Weak ionisation, $K\ll N_a$.} Few acceptors are ionised, so $N_a-p\simeq N_a$ and
\begin{equation}
p\simeq\sqrt{KN_a}=\sqrt{\frac{N_vN_a}{g}}\;e^{-E_a/2kT}.
\label{eq:root}
\end{equation}
This is your case, and it gives $1.478\times10^{17}\ \mathrm{cm^{-3}}$. To find its error, set $s=\sqrt{K/4N_a}$. The positive root is then $p=\sqrt{KN_a}\,(\sqrt{1+s^2}-s)$, and since $(\sqrt{1+s^2}-s)(\sqrt{1+s^2}+s)=1$,
\begin{equation}
\frac{\sqrt{KN_a}}{p}=\sqrt{1+s^2}+s\simeq1+s .
\end{equation}
With $s=0.0074$ the estimate is 0.74 per cent above the root of the quadratic.

Equation (\ref{eq:root}) has a direct consequence for growth. At fixed $E_a$ and with negligible compensation, incorporating twice as many acceptors raises the hole density by a factor of about $\sqrt2$, not 2. In a real layer both $E_a$ and the donor density can change with doping, so this is a rule of the model only. The exponent contains $E_a/2$ because each ionisation produces two products whose densities are equal.

\textit{Strong ionisation, $K\gg N_a$.} Now $p$ is close to $N_a$. Putting $p\simeq N_a$ in the small term of $p=N_a-p^2/K$ gives
\begin{equation}
p\simeq N_a\left(1-\frac{N_a}{K}\right).
\end{equation}
The crossover can be placed by setting $p=N_a/2$ in equation (\ref{eq:mass}), which gives $N_a=2K$. With your $E_a$, $N_v$ and $g$, half of the acceptors would be ionised at $N_a=4.4\times10^{15}\ \mathrm{cm^{-3}}$. Your layer is doped more than two thousand times more heavily, far on the weakly ionised side.

\subsection{Checking the two omissions}

\textit{Pauli exclusion in the band.} Let $z=e^{-E_F/kT}$ and $u=p/N_v$. For small $z$ the occupation by holes expands as
\begin{equation}
\frac{1}{e^{\varepsilon/kT}/z+1}=z\,e^{-\varepsilon/kT}-z^2e^{-2\varepsilon/kT}+\dots
\end{equation}
The second term doubles $a$ in the Gaussian integral, which divides the integral by $2^{3/2}$. Hence $u=z-z^2/2^{3/2}+\dots$, and inversion to the same order gives
\begin{equation}
z=u(1+\delta),\qquad \delta=\frac{u}{2^{3/2}} .
\end{equation}
Neutrality, $p\,(1+g\,e^{E_a/kT}z)=N_a$, becomes
\begin{equation}
p+\frac{p^2}{K}(1+\delta)=N_a .
\end{equation}
Let $\Delta p$ be the resulting small change of $p$. To first order,
\begin{equation}
\Delta p\left(1+\frac{2p}{K}\right)=-\frac{p^2}{K}\,\delta .
\end{equation}
The uncorrected solution obeys $p^2/K=N_a-p$, so $2p/K=2(N_a-p)/p$. Substituting both and dividing by $p$,
\begin{equation}
\frac{\Delta p}{p}=-\delta\,\frac{N_a-p}{p+2(N_a-p)}
=-\frac{u}{2^{3/2}}\,\frac{N_a-p}{2N_a-p}.
\end{equation}
With $u=0.0073$ this is $-0.13$ per cent of $p$. A numerical solution of neutrality with full Fermi statistics also gives $-0.13$ per cent. What matters for this approximation is that $p$ is small compared with $N_v$. That $N_a$ is half of $N_v$ does no harm, because most of the holes are not in the band.

\textit{Thermal electrons.} The problem gives no band gap, so take $E_g=1$ eV and a conduction-band density of states $N_c=2\times10^{19}\ \mathrm{cm^{-3}}$ as an illustration. The electron density is $n=N_c\,e^{-(E_g-E_F)/kT}$. Multiplying by equation (\ref{eq:band}) removes $E_F$:
\begin{equation}
n=\frac{N_cN_v}{p}\,e^{-E_g/kT}=4.3\times10^{4}\ \mathrm{cm^{-3}} .
\end{equation}
This is more than twelve orders of magnitude below $p$.

\subsection{What the answer depends on}

\textit{The ionisation energy.} By equation (\ref{eq:root}), lowering $E_a$ by 0.01 eV multiplies $p$ by about $e^{0.01/(2\times0.02585)}=1.21$. The full quadratic gives $1.78\times10^{17}\ \mathrm{cm^{-3}}$ for 0.19 eV and $1.21\times10^{17}\ \mathrm{cm^{-3}}$ for 0.21 eV. An uncertainty of 0.01 eV in $E_a$ therefore matters far more than the corrections just calculated.

\textit{The degeneracy.} With $g=1$ the result would be $2.91\times10^{17}\ \mathrm{cm^{-3}}$. The ratio to the correct value is close to 2, not 4, because $p$ varies nearly as $1/\sqrt g$ in this regime.

\textit{A second hole on the same centre.} Let $U$ be the repulsion of two holes on one acceptor. There are six two-hole states against four one-hole states, so the density of these positive centres is $\frac32\,e^{(E_a-U-E_F)/kT}$ times the density of neutral ones, or about $\frac32\,(N_a/N_v)\,e^{(E_a-U)/kT}$ times $p$. Because $N_a$ is comparable with $N_v$, this is small only if $U$ exceeds $E_a$ by several $kT$. Including these centres in neutrality lowers $p$ by 0.8 per cent for $U=0.3$ eV, 5 per cent for $U=0.25$ eV and 24 per cent for $U=0.2$ eV. A hydrogen-like centre can bind a second carrier weakly, that is with $U$ slightly below $E_a$, so the one-hole assumption is a real limit of the model at this doping.

\textit{Excited states.} A hydrogen-like shell of four orbital states bound by $E_a/4$ would raise the effective $g$ by the fraction $4e^{-0.15/kT}=0.012$ and lower $p$ by about 0.6 per cent, more than the Pauli correction.

\textit{Compensation.} The absence of compensating donors is a strict condition here. Suppose there are also $N_d$ donors, all ionised. Neutrality becomes $N_a^-=p+N_d$, which leaves $N_a-N_d-p$ neutral acceptors. Equations (\ref{eq:occ}) and (\ref{eq:band}) still give $p\,N_a^-/(N_a-N_a^-)=K$, so
\begin{equation}
\frac{p\,(p+N_d)}{N_a-N_d-p}=K .
\end{equation}
If $p$ and $N_d$ are both much smaller than $N_a$, the denominator is nearly $N_a$ and
\begin{equation}
p\simeq-\frac{N_d}{2}+\sqrt{KN_a+\frac{N_d^2}{4}} .
\end{equation}
Donors are thus negligible when $N_d\ll p$; the condition $N_d\ll N_a$ is not enough. For $N_d=10^{17}\ \mathrm{cm^{-3}}$, one per cent of the acceptor density, the formula gives $(-0.50+1.56)\times10^{17}\ \mathrm{cm^{-3}}$. This is a little under 30 per cent below the uncompensated estimate $\sqrt{KN_a}$. When $N_d\gg p$, $p\simeq K(N_a-N_d)/N_d$, which does not grow with doping if $N_d/N_a$ stays fixed.

\textit{The isolated-acceptor picture.} At $10^{19}\ \mathrm{cm^{-3}}$ the length $N_a^{-1/3}$ is about $4.6\times10^{-7}$ cm. If the acceptors are placed at random, the mean distance to the nearest neighbour is only 0.55 times this, about $2.6\times10^{-7}$ cm. The calculation requires the bound hole to be confined well within that shorter distance. A rough decay length, $\hbar/\sqrt{2mE_a}$ with $m=0.86$ electron masses, is about $0.5\times10^{-7}$ cm, and larger for a lighter mass. If the bound states of neighbouring acceptors overlap appreciably, the level broadens into an impurity band, and a single $E_a$ with a single $g$ no longer describes the layer. Overlap is not the only effect: the Coulomb fields of ionised acceptors and free holes also lower the ionisation energy. For a relative permittivity of 10, screening by both gives a Debye length of about 7 nm and a lowering $e^2/4\pi\epsilon\lambda$ of order 0.02 eV, an order-of-magnitude estimate that grows with $p$. If $E_a=0.2$ eV was measured in lightly doped material, its value at $10^{19}\ \mathrm{cm^{-3}}$ may therefore differ, and the sensitivity above shows what that would do.

\textit{The meaning of $N_a$.} In a grown layer, $N_a$ is the density of dopant atoms that act as acceptors. Atoms on other sites, or bound to defects that make them inactive, belong to the chemical concentration but not to $N_a$. A hole density far below the chemical concentration is therefore no proof of poor incorporation: even if every dopant atom in your layer is an acceptor, about 98.5 per cent of them are neutral at 300 K.

The numerical output below lists the main values used here.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 300 K
Acceptor density Na: 1.000e+19 cm^-3
Effective density of states Nv: 2.000e+19 cm^-3
Ionisation energy Ea: 0.200 eV
Degeneracy g: 4 (dimensionless)
Thermal energy kT: 0.025852 eV
Ea/kT: 7.7363 (dimensionless)
exp(-Ea/kT): 4.3666e-04 (dimensionless)
Mass-action constant K: 2.1833e+15 cm^-3
4 Na/K: 1.8321e+04 (dimensionless)
Hole density p: 1.4667e+17 cm^-3
Ionised fraction p/Na: 1.467 percent
Canonical-sum hole density: 1.4667e+17 cm^-3
Square-root estimate sqrt(K Na): 1.4776e+17 cm^-3
Excess of square-root estimate: 0.742 percent
Fermi level above valence edge: 0.1271 eV
Acceptor level minus Fermi level: 0.0729 eV
Neutral-to-ionised ratio: 67.18 (dimensionless)
Ionised fraction, four independent orbitals at same Fermi level: 9.973e-06 (dimensionless)
p/Nv: 0.00733 (dimensionless)
Band mass implied by Nv: 0.8596 electron masses
Hole density, full Fermi statistics: 1.4648e+17 cm^-3
Shift from full Fermi statistics: -0.1284 percent
Shift from first-order formula: -0.1287 percent
Illustrative gap: 1.0 eV
Illustrative conduction-band Nc: 2.0e+19 cm^-3
Electron density for that gap: 4.33e+04 cm^-3
Hole density if g = 1: 2.9119e+17 cm^-3
Hole density if Ea = 0.19 eV: 1.7769e+17 cm^-3
Hole density if Ea = 0.21 eV: 1.2104e+17 cm^-3
\end{verbatim}
